# How Large Is the Quasistatic Expansion Parameter of a Nanometre Pore?

## Question

A porous dielectric film is probed with light of vacuum wavelength $\lambda=633$ nm. Its pores are treated as small spheres of radius $a=1$ nm, each responding as if the electric field around it were static. How large is the expansion parameter $(2\pi a/\lambda)^2$ behind this treatment, what error does it represent, and how does that error grow with pore size?

## Answer

### The number itself

Call the vacuum size parameter $x_0=2\pi a/\lambda$. Here $a$ is the radius and $\lambda$ the wavelength in vacuum, so

$$x_0=\frac{2\pi\times 1\ \text{nm}}{633\ \text{nm}}=0.00993,\qquad x_0^2=9.85\times10^{-5}.$$

The parameter is therefore about $10^{-4}$. The estimate can be made by hand: $2\pi\times100$ is about 628, so a wavelength near 628 nm makes $x_0$ one hundredth for a 1 nm radius. The actual wavelength is slightly longer, which puts the square slightly below $10^{-4}$.

The convention matters. With the diameter in place of the radius, the square is four times larger, $3.94\times10^{-4}$. The surrounding solid matters too. If its relative permittivity is $\varepsilon_h$, the wavelength there is $\lambda/\sqrt{\varepsilon_h}$ and the size parameter is

$$x=ka=\sqrt{\varepsilon_h}\,x_0,\qquad k=\frac{2\pi\sqrt{\varepsilon_h}}{\lambda}.$$

For the round model value $\varepsilon_h=2.10$, the wavelength in the solid is 437 nm, $x=0.0144$ and $x^2=2.07\times10^{-4}$. The order of magnitude is unchanged, but $x$ is the quantity that appears in the field equations.

### Why the square appears

Across a distance $a$ along its direction of travel, the wave changes phase by $x$ radians, here $0.82^\circ$. The field at the edge of the pore thus differs from that at the centre by about 1.4 percent, far more than $10^{-4}$. This linear change cancels between the two halves of the sphere.

To see this, average the undisturbed wave $e^{ikz}$ over the sphere. A slice at height $z$ has area $\pi(a^2-z^2)$ and the sphere has volume $4\pi a^3/3$. The average of $z$ vanishes by symmetry, while

$$\langle z^2\rangle=\frac{3}{4a^3}\int_{-a}^{a}z^2(a^2-z^2)\,dz
=\frac{3}{4a^3}\,2\left(\frac{a^5}{3}-\frac{a^5}{5}\right)=\frac{a^2}{5}.$$

Expanding the exponential then gives

$$\langle e^{ikz}\rangle=1+ik\langle z\rangle-\frac{k^2\langle z^2\rangle}{2}+\dots=1-\frac{x^2}{10}+\dots$$

The averaged field is lower than the central field by $2.07\times10^{-5}$ of its value. This explains the power of $x$, but not yet the full correction, because the field produced by the pore itself also departs from its static form.

### The static response

Let the pore have permittivity $\varepsilon_p$. Both permittivities are taken as real and local, the boundary as sharp, and both media as nonmagnetic. In a uniform static field $E_0$ along $z$, try the potentials

$$\Phi_{\rm out}=E_0\left(-r+\frac{\beta a^3}{r^2}\right)\cos\theta,\qquad
\Phi_{\rm in}=-FE_0r\cos\theta .$$

The first contains the applied field and a dipole field; the second is a uniform field. Continuity of the potential at $r=a$ gives $F=1-\beta$. Continuity of the normal displacement, $\varepsilon\,\partial\Phi/\partial r$ up to a common factor, gives $\varepsilon_h(1+2\beta)=\varepsilon_pF$. Eliminating $F$,

$$\varepsilon_h+2\varepsilon_h\beta=\varepsilon_p-\varepsilon_p\beta
\quad\Rightarrow\quad
\beta=\frac{\varepsilon_p-\varepsilon_h}{\varepsilon_p+2\varepsilon_h}=\frac{\mu-1}{\mu+2},\qquad \mu=\frac{\varepsilon_p}{\varepsilon_h}.$$

For an empty pore, $\varepsilon_p=1$, the model values give $\mu=0.476$ and $\beta=-1.10/5.20=-0.212$. The negative sign means that the induced dipole points against the applied field: the pore is less polarizable than the solid it replaces.

### The same dipole at finite wavelength

With time factor $e^{-i\omega t}$, Maxwell's equations in each medium are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\,\mathbf E .$$

Here $\mu_0$ is the vacuum permeability, not the ratio $\mu$. An electric dipole field has a magnetic field circling the axis, $H_\phi=u(r)\sin\theta/r$. Taking the curl and solving the second equation for $\mathbf E$,

$$E_r=\frac{i}{\omega\varepsilon_0\varepsilon}\frac{2u\cos\theta}{r^2},\qquad
E_\theta=-\frac{i}{\omega\varepsilon_0\varepsilon}\frac{u'\sin\theta}{r}.$$

The first Maxwell equation has the $\phi$ component $[\partial_r(rE_\theta)-\partial_\theta E_r]/r=i\omega\mu_0H_\phi$. Inserting the fields and cancelling $i\sin\theta/r$ leaves

$$-u''+\frac{2u}{r^2}=\omega^2\mu_0\varepsilon_0\varepsilon\,u
\quad\Rightarrow\quad u''+\left(k_m^2-\frac{2}{r^2}\right)u=0,$$

where $k_m$ is the wave number in the medium concerned. With $z$ now denoting $k_mr$, two solutions are

$$\psi(z)=\frac{\sin z}{z}-\cos z,\qquad \chi(z)=-\frac{\cos z}{z}-\sin z .$$

Differentiating the first twice gives

$$\psi''=-\frac{\sin z}{z}-\frac{2\cos z}{z^2}+\frac{2\sin z}{z^3}+\cos z=\left(\frac{2}{z^2}-1\right)\psi,$$

as required. The second follows from the same calculation with $\sin z\to-\cos z$ and $\cos z\to\sin z$, a replacement that preserves the rules of differentiation.

Inside the pore only $\psi$ is allowed, since $\chi$ diverges at the centre. Outside, write the incoming dipole part of the light as $\psi$ and the response as $T\chi$:

$$u_{\rm in}=C\psi(k_pr),\qquad u_{\rm out}=\psi(kr)+T\chi(kr).$$

Tangential $\mathbf H$ and $\mathbf E$ are continuous, so $u$ and $u'/\varepsilon$ are continuous. With $q=k_pa=x\sqrt\mu$, and after multiplying the second condition by $a\varepsilon_h$,

$$\psi(x)+T\chi(x)=C\psi(q),\qquad x[\psi'(x)+T\chi'(x)]=\frac{q}{\mu}C\psi'(q).$$

Dividing the second by the first removes $C$. Define $\ell=q\psi'(q)/[\mu\psi(q)]$; then

$$x[\psi'(x)+T\chi'(x)]=\ell[\psi(x)+T\chi(x)]
\quad\Rightarrow\quad
T=-\frac{x\psi'(x)-\ell\psi(x)}{x\chi'(x)-\ell\chi(x)} .$$

No small-size approximation has been made in this dipole coefficient.

### Expansion for a small pore

The series of sine and cosine give, to the order needed,

$$\psi=\frac{z^2}{3}\left(1-\frac{z^2}{10}\right),\quad z\psi'=\frac{2z^2}{3}\left(1-\frac{z^2}{5}\right),$$

$$\chi=-\frac1z\left(1+\frac{z^2}{2}\right),\quad z\chi'=\frac1z\left(1-\frac{z^2}{2}\right).$$

The ratio of the first two, taken at $q$ with $q^2=\mu x^2$, yields

$$\ell=\frac{2}{\mu}\left(1-\frac{q^2}{5}+\frac{q^2}{10}\right)=\frac2\mu\left(1-\frac{\mu x^2}{10}\right).$$

The numerator of $T$, without its leading minus sign, becomes

$$\frac{2x^2}{3}\left[1-\frac{x^2}{5}-\frac1\mu\left(1-\frac{\mu x^2}{10}-\frac{x^2}{10}\right)\right]
=\frac{2x^2}{3}\,\frac{\mu-1}{\mu}\left(1-\frac{x^2}{10}\right).$$

The terms in $x^2$ inside the square bracket are $-1/5+1/10+1/(10\mu)=-(\mu-1)/(10\mu)$, which is why the common factor comes out. The denominator is

$$\frac1x\left[1-\frac{x^2}{2}+\frac2\mu\left(1-\frac{\mu x^2}{10}+\frac{x^2}{2}\right)\right]
=\frac1x\,\frac{\mu+2}{\mu}\left[1+\frac{1-0.7\mu}{\mu+2}x^2\right].$$

Dividing and keeping the first correction,

$$T=T_0\left[1+cx^2+O(x^4)\right],\qquad T_0=-\frac23x^3\beta,$$

$$c=-\frac1{10}-\frac{1-0.7\mu}{\mu+2}
=\frac{-0.1\mu-0.2-1+0.7\mu}{\mu+2}
=\frac35\,\frac{\mu-2}{\mu+2}.$$

There is no correction linear in $x$. The numerator is even in $x$ and the denominator odd, so their quotient is $x^3$ times a series in $x^2$.

The leading term is indeed the static result. For small $kr$, $\psi$ gives a uniform field of amplitude proportional to $2k^2/3$, while $T\chi$ gives a dipole field whose coefficient, with the same proportionality factor, is $-T/k$. Their ratio must be the static value $\beta a^3$:

$$-\frac{3T_0}{2k^3}=\beta a^3\quad\Rightarrow\quad T_0=-\frac23(ka)^3\beta .$$

The $x^3$ in $T_0$ expresses the volume of the pore. It is not an error of the static treatment; the leading error in the electric dipole coefficient is the relative change $cx^2$.

### The correction for a 1 nm pore

For the model pore,

$$c=0.6\times\frac{0.476-2}{0.476+2}=-0.369,$$

$$cx^2=-0.369\times2.07\times10^{-4}=-7.64\times10^{-5}.$$

The full matching equations, solved without the small-$x$ expansion, also give $-7.64\times10^{-5}$ at this precision. Relative to its static value, the dipole coefficient is reduced in magnitude by about 0.008 percent. With the fraction written as above, the numerator supplies $-0.1$ of the coefficient $-0.369$ and the denominator $D=x\chi'(x)-\ell\chi(x)$ supplies $-0.269$. The second part has a direct meaning. Since $\psi\chi'-\psi'\chi=1$, the matching conditions give $C\psi(q)=x/D$. The interior field averaged over the pore, in units of the applied field, is $3C\psi(q)/q^2=3/(\mu xD)$. The volume-integrated dipole therefore changes by the relative amount $-0.269\,x^2$. This part already includes the average of the incident wave, since it tends to $-0.1\,x^2$ as $\mu\to1$. The further $-0.1\,x^2$ in $T$ arises because that dipole radiates from a sphere of finite size and not from a point. The average of the incident wave alone would underestimate either correction.

The correction is close to the vacuum parameter $x_0^2$, but this closeness depends on the host. For an empty pore, $\mu=1/\varepsilon_h$ and

$$cx^2=\frac35\,\varepsilon_h\,\frac{1-2\varepsilon_h}{1+2\varepsilon_h}\,x_0^2 .$$

At $\varepsilon_h=2.10$ the factor in front of $x_0^2$ is about $-0.78$. In a host of higher permittivity its magnitude is larger, approaching $0.6\,\varepsilon_h$ when $\varepsilon_h\gg1$, provided that $x^2$ stays small.

### The part due to radiation

The coefficient $T$ describes a standing wave. A scattered wave must instead travel outward, which with $e^{-i\omega t}$ means the combination

$$\psi+i\chi=-e^{iz}\left(1+\frac{i}{z}\right).$$

Give it amplitude $A$. The exterior solution is then $\psi+A(\psi+i\chi)=(1+A)\psi+iA\chi$. The boundary conditions fix only the ratio of the $\chi$ part to the $\psi$ part, so

$$T=\frac{iA}{1+A}\quad\Rightarrow\quad A=\frac{-iT}{1+iT}.$$

Compared with the static estimate $A_0=-iT_0$,

$$\frac{A}{A_0}=\frac{T/T_0}{1+iT}\simeq1+cx^2-iT_0 .$$

The new term is imaginary and of order $x^3$. For the 1 nm pore it is $-4.2\times10^{-7}\,i$, about 180 times smaller in magnitude than the real correction.

Its role is to balance energy. Since $\psi$ is half the sum of the outgoing wave $\psi+i\chi$ and the incoming wave $\psi-i\chi$, the total has incoming amplitude $1/2$ and outgoing amplitude

$$\frac12+A=\frac12\,\frac{1-iT}{1+iT}.$$

For real $T$ this has magnitude $1/2$: a lossless pore returns all the energy brought in by the dipole wave. The static estimate $A_0$ alone misses this balance by a small amount.

### How the effect scales

At fixed wavelength and permittivities, the leading correction grows as $a^2$. At fixed radius and permittivities, it falls as $1/\lambda^2$. The table compares the quadratic law with the full dipole solution; both corrections are relative to the static coefficient.

| $a$ (nm) | $x_0^2$ | $cx^2$ | full $T/T_0-1$ |
|---:|---:|---:|---:|
| 1 | $9.85\times10^{-5}$ | $-7.640\times10^{-5}$ | $-7.639\times10^{-5}$ |
| 2 | $3.94\times10^{-4}$ | $-3.056\times10^{-4}$ | $-3.055\times10^{-4}$ |
| 5 | $2.46\times10^{-3}$ | $-1.910\times10^{-3}$ | $-1.906\times10^{-3}$ |
| 10 | $9.85\times10^{-3}$ | $-7.640\times10^{-3}$ | $-7.575\times10^{-3}$ |

Extra digits are kept in the last two columns to show how the approximation departs from the full solution. At 5 nm the quadratic law overstates the size of the correction by about 0.2 percent of that correction, and at 10 nm by about 0.9 percent. The fourfold growth is expected, because the next term is smaller than the first by a factor proportional to $x^2$.

The vacuum parameter $x_0^2$ reaches 0.01 at a radius of 10.1 nm. If the same limit is imposed on $x^2$ in the host, the radius is smaller by the refractive index 1.45, or about 7 nm. Neither radius marks a sudden failure: the tolerable size depends on the accuracy required.

The radiation term grows faster, as $a^3$. Its size relative to the real correction is

$$\frac{|T_0|}{|c|x^2}=\frac{2|\beta|x}{3|c|},$$

which increases linearly with radius. In this model it is about 0.5 percent at 1 nm and, by this leading-order law, about 5 percent at 10 nm.

### Other contrasts

For an empty pore in a host with $\varepsilon_h>1$, the ratio $\mu$ lies between 0 and 1. Writing $c=\frac35[1-4/(\mu+2)]$ shows that $c$ rises with $\mu$, so it lies between $-0.6$ and $-0.2$. The first limit belongs to a very high host permittivity, the second to vanishing contrast. In the second limit the dipole itself vanishes because $\beta\to0$, although its relative correction does not.

An inclusion denser than its host can behave differently. At $\mu=2$ the quadratic correction vanishes and the next order must be examined. For $\mu>2$ the correction is positive. If $\mu$ is very large, a small $x$ is not enough: the expansion of $\ell$ also requires $q^2=\mu x^2$ to be small. For the empty pore, $q=x_0$, so this second condition is easily met. The expansion also fails near $\mu=-2$, where the leading denominator vanishes; that requires permittivities of opposite sign and does not arise for an empty pore in a transparent dielectric.

### What the estimate says about a porous film

An effective-medium formula that takes the static dipole response of each pore as its input receives a value of $\beta$ that is accurate, for the model host $\varepsilon_h=2.10$, to better than one part in $10^4$. That bound holds up to $\varepsilon_h\approx2.5$; the correction is about $3\times10^{-4}$ at $\varepsilon_h=6$ and $8\times10^{-4}$ at $\varepsilon_h=15$. The finite wavelength is thus a weak objection to the static treatment of an isolated 1 nm pore.

This is not an error bar for the film's effective permittivity. The calculation leaves out the fields that pores exert on one another, their shapes, and multipoles other than the electric dipole. Those multipoles are not negligible beside $cx^2$: the magnetic dipole and the electric quadrupole contribute to forward scattering at the same relative order $x^2$. For the model pore they change the coefficient of $x^2$ in the forward amplitude from $-0.37$ to about $-0.18$, so the order of magnitude of the correction remains the same. If pores form clusters of size $L$, a separate check should use $L$ in place of $a$. As an order-of-magnitude guide, a cluster ten times larger than the pore has a squared size parameter one hundred times larger.

Nor does a small $x^2$ justify the sharp boundary. Suppose that a thin layer of thickness $\delta$ at the pore wall has a permittivity of its own. Its volume relative to the pore is approximately

$$\frac{4\pi a^2\delta}{4\pi a^3/3}=\frac{3\delta}{a}.$$

A layer one tenth of the radius thick already has about three tenths of the pore volume. How much it alters $\beta$ depends on its permittivity, but its geometric weight is far larger than $10^{-4}$, and it increases as the pore shrinks. Smaller pores improve the quasistatic approximation while making the description of the wall more demanding.

The numerical output below gives most of the values used here with further digits.

## Calculated quantities

```
pore radius a: 1.0 nm
vacuum wavelength: 633.0 nm
host permittivity: 2.1 dimensionless
pore permittivity: 1.0 dimensionless
vacuum size parameter x0: 0.009926 dimensionless
x0 squared: 9.8526e-5 dimensionless
x0 squared if diameter replaces radius: 0.00039411 dimensionless
host refractive index: 1.4491 dimensionless
wavelength in host: 436.81 nm
host size parameter x: 0.014384 dimensionless
x squared: 0.00020691 dimensionless
phase from centre to edge in host: 0.82415 degrees
field change at edge |exp(ix)-1|: 0.014384 dimensionless
deficit of sphere-averaged field: 2.069e-5 dimensionless
permittivity ratio mu: 0.47619 dimensionless
static response beta: -0.21154 dimensionless
quadratic coefficient c: -0.36923 dimensionless
estimate c*x^2: -7.6396e-5 dimensionless
full standing-wave correction T/T0-1: -7.6389e-5 dimensionless
static amplitude T0: 4.1972e-7 dimensionless
outgoing correction, real part: -7.6389e-5 dimensionless
outgoing correction, imaginary part: -4.1965e-7 dimensionless
radius where x0 squared is 0.01: 10.075 nm
Table, dimensionless except a: a/nm, x0^2, x^2, c*x^2, full T/T0-1
1 9.8526e-5 0.00020691 -7.6396e-5 -7.6389e-5
2 0.00039411 0.00082762 -0.00030558 -0.00030548
5 0.0024632 0.0051726 -0.0019099 -0.0019058
10 0.0098526 0.020691 -0.0076396 -0.0075747
```
